# Spin diffusion in a spin-Hall film with a perfect sink, part 1

(Sections cited here and not found follow in the second part.)

## 1. From channel currents to the thickness factor

A metal film carries a charge current in its plane and touches a thin magnet on one face. The spin Hall effect deflects electrons of opposite spin towards opposite faces, so a spin current flows across the film and can exert a torque on the magnet. Suppose that the film is made thinner while the charge current density is kept the same. The deflection of each electron is unchanged, yet the torque falls. The task is to find how much of the bulk spin Hall current reaches the magnet, and what becomes of the rest.

### Geometry and channel potentials

The film fills \(0<z<t\). A uniform electric field \(E\) points along \(x\), and nothing depends on \(y\). The face \(z=0\) borders an insulator that neither passes nor relaxes spin; it will be called the free face. The face \(z=t\) touches the body that absorbs spin. Spin is quantized along \(y\), perpendicular to both the field and the film normal, because this is the polarization that the spin Hall effect produces in an isotropic metal for flow along \(z\).

The electrons have charge \(-e\), with \(e>0\). Let \(\mu_\uparrow\) and \(\mu_\downarrow\) be the electrochemical potentials of the two spin channels, measured as energies from equilibrium. It is convenient to express them in volts,

\[
V_{\uparrow,\downarrow}=-\frac{\mu_{\uparrow,\downarrow}}{e}. \tag{1}
\]

The electrochemical potential is the sum of a chemical part, which fixes the density, and the electrostatic energy \(-e\phi\). If \(N\) is the density of states per spin, energy and volume, the excess number density in one channel is, to linear order,

\[
\delta n_{\uparrow,\downarrow}=N(\mu_{\uparrow,\downarrow}+e\phi)
=-eN(V_{\uparrow,\downarrow}-\phi).
\]

Multiplication by the electron charge gives the excess charge density of the channel,

\[
\rho_{\uparrow,\downarrow}=-e\,\delta n_{\uparrow,\downarrow}
=e^2N(V_{\uparrow,\downarrow}-\phi). \tag{2}
\]

The film is nonmagnetic, so the two channels share the same \(N\), the same diffusion constant \(D\) and the same conductivity \(\sigma/2\), where \(\sigma\) is the total conductivity. The Einstein relation for one channel is

\[
\frac{\sigma}{2}=e^2ND. \tag{3}
\]

Drift and diffusion along \(z\) then combine into a single gradient. With a prime for \(d/dz\),

\[
-\frac{\sigma}{2}\phi'-D\rho_{\uparrow,\downarrow}'
=-\frac{\sigma}{2}\phi'-e^2ND(V_{\uparrow,\downarrow}'-\phi')
=-\frac{\sigma}{2}V_{\uparrow,\downarrow}'. \tag{4}
\]

The electrostatic potential has dropped out. This description requires that the electrons scatter many times over the distances on which the potentials vary.

The applied field adds the same term \(-Ex\) to \(\phi\) and to both channel potentials. It does not affect their differences. In steady state the electric field has no curl, and the film is uniform along \(x\), so \(\partial_zE_x=\partial_xE_z=0\). The in-plane field is therefore the same at every depth.

### The spin current

The spin Hall effect adds equal and opposite currents to the two channels. With \(\theta\) the spin Hall angle,

\[
j_\uparrow=-\frac{\sigma}{2}V_\uparrow'+\frac{\theta\sigma E}{2},\qquad
j_\downarrow=-\frac{\sigma}{2}V_\downarrow'-\frac{\theta\sigma E}{2}. \tag{5}
\]

These are charge current densities along \(+z\). Their sum is the ordinary charge current across the film, which must vanish because the free face passes no charge and charge is conserved. The spin Hall terms cancel in the sum, and what remains is

\[
0=j_\uparrow+j_\downarrow=-\frac{\sigma}{2}(V_\uparrow+V_\downarrow)'.
\]

The mean of the two potentials is thus independent of depth. The spin physics resides in the difference. Define

\[
j_s=j_\uparrow-j_\downarrow,\qquad
V_s=\frac{V_\uparrow-V_\downarrow}{2}. \tag{6}
\]

Subtracting the two parts of (5) gives

\[
j_s=-\frac{\sigma}{2}(V_\uparrow-V_\downarrow)'+\theta\sigma E
=-\sigma V_s'+J,\qquad J\equiv\theta\sigma E. \tag{7}
\]

The factor \(1/2\) in the definition of \(V_s\) is what makes the full conductivity \(\sigma\) appear here. If the whole difference \(V_\uparrow-V_\downarrow\) were used instead, the coefficient would be \(\sigma/2\).

The quantity \(j_s\) has the units of a charge current density, although it transports no net charge. To convert it to angular momentum, note that the number flux of a channel is \(-j_{\uparrow,\downarrow}/e\) and that each electron carries \(\pm\hbar/2\) along \(y\). The flux of angular momentum is

\[
Q_s=\frac{\hbar}{2}\left(-\frac{j_\uparrow}{e}+\frac{j_\downarrow}{e}\right)
=-\frac{\hbar}{2e}\,j_s. \tag{8}
\]

The minus sign comes from the electron charge. The magnitude of the flux is \((\hbar/2e)|j_s|\).

### Relaxation and the diffusion length

Spin is not conserved in the film: spin-orbit scattering exchanges angular momentum with the lattice. Let \(\tau_s\) be the time in which a uniform difference between the channel densities falls to the fraction \(e^{-1}\) of its initial value, where this \(e\) is the base of natural logarithms. Each spin flip takes an electron out of one channel and puts it into the other, so it changes the difference by two electrons. Each channel must then receive half of the total decay rate:

\[
\frac{\partial\rho_\uparrow}{\partial t'}+j_\uparrow'
=-\frac{\rho_\uparrow-\rho_\downarrow}{2\tau_s},\qquad
\frac{\partial\rho_\downarrow}{\partial t'}+j_\downarrow'
=+\frac{\rho_\uparrow-\rho_\downarrow}{2\tau_s}. \tag{9}
\]

Here \(t'\) is time, to keep it apart from the thickness \(t\). The sum of the two equations conserves charge. Their difference, with \(\rho_s=\rho_\uparrow-\rho_\downarrow\), is

\[
\frac{\partial\rho_s}{\partial t'}+j_s'=-\frac{\rho_s}{\tau_s}. \tag{10}
\]

From (2), (3) and (6),

\[
\rho_s=e^2N(V_\uparrow-V_\downarrow)=2e^2NV_s=\frac{\sigma}{D}V_s. \tag{11}
\]

In steady state the time derivative vanishes, and (10) becomes

\[
j_s'=-\frac{\sigma}{D\tau_s}V_s=-\frac{\sigma}{\lambda^2}V_s,\qquad
\lambda=\sqrt{D\tau_s}. \tag{12}
\]

The length \(\lambda\) is the spin diffusion length. Because the electron charge is negative, (2) shows that a positive \(V_s\) means more down-spin than up-spin electrons, and (8) shows that a positive \(j_s\) carries down spin along \(+z\). Equation (12) says that this current decreases along \(z\) where there is an excess of down spin, and increases where there is a deficit.

Now take \(\sigma\), \(\theta\) and \(\lambda\) to be independent of depth. Since \(E\) is uniform, \(J\) is constant and disappears when (7) is differentiated: \(j_s'=-\sigma V_s''\). Comparison with (12) gives

\[
V_s''=\frac{V_s}{\lambda^2}. \tag{13}
\]

There is no source term in the interior. A uniform spin Hall current brings as much spin into any thin slice as it takes out. Spin accumulates because this balance is broken at a face.

### Boundary conditions and solution

No spin crosses the free face, so

\[
j_s(0)=0. \tag{14}
\]

At the other face, let the spin current into the absorbing body be \(j_s(t)=GV_s(t)\), where \(G\) is an interface conductance per area and the spin potential inside the absorber is zero. A perfect sink is the limit \(G\to\infty\). The current remains finite in this limit, so the potential must vanish:

\[
V_s(t)=0. \tag{15}
\]

A perfect sink fixes the potential at zero; it does not fix the current. The interface is also assumed to generate no spin current of its own and to lose no spin to the lattice.

The general solution of (13), written with the distance from the sink, is

\[
V_s(z)=A\cosh\frac{t-z}{\lambda}+B\sinh\frac{t-z}{\lambda}.
\]

At \(z=t\) the hyperbolic sine is zero and the hyperbolic cosine is one, so (15) gives \(A=0\). Differentiation of the remaining term brings a factor \(-1/\lambda\):

\[
V_s'(z)=-\frac{B}{\lambda}\cosh\frac{t-z}{\lambda}. \tag{16}
\]

Insertion into (7) at the free face, with condition (14), yields

\[
0=\frac{\sigma B}{\lambda}\cosh\frac{t}{\lambda}+\theta\sigma E
\quad\Longrightarrow\quad
B=-\frac{\theta E\lambda}{\cosh(t/\lambda)}.
\]

The spin potential is therefore

\[
V_s(z)=-\theta E\lambda\,
\frac{\sinh[(t-z)/\lambda]}{\cosh(t/\lambda)}. \tag{17}
\]

For \(\theta E>0\) it is negative throughout the interior. The spin Hall current carries down spin away from the free face, where none can enter to replace it, and a deficit of down spin remains. The deficit is greatest at that face,

\[
V_s(0)=-\theta E\lambda\tanh\frac{t}{\lambda}. \tag{18}
\]

Substitution of \(B\) into (16), and of (16) into (7), gives the current at every depth:

\[
j_s(z)=\theta\sigma E\left\{1-
\frac{\cosh[(t-z)/\lambda]}{\cosh(t/\lambda)}\right\}. \tag{19}
\]

The first term is the spin Hall drive. The second is the diffusion current, which flows back towards the deficit. At the free face the two cancel. Towards the sink the hyperbolic cosine decreases, and the net current rises. At \(z=t\),

\[
\boxed{\,j_s(t)=\theta\sigma E
\left[1-\operatorname{sech}\frac{t}{\lambda}\right].\,} \tag{20}
\]

The bracket is the thickness efficiency factor: the spin current delivered to the sink divided by the bulk spin Hall current at the same field.

If the sink is moved to \(z=0\) and the free face to \(z=t\), the reflected coordinate \(t-z\) restores the original problem. The current along the reflected axis is \(-j_s\), and its drive is \(-J\). The magnitude delivered is unchanged, while the spin that arrives is opposite. A magnet on the other face would therefore receive the opposite spin for the same charge current.

### A film of 6 nm

Take a model metal with \(\sigma=5.0\times10^6\) S/m, \(\theta=0.10\), \(D=1.5\times10^{-4}\) m²/s and \(\tau_s=6.0\times10^{-14}\) s. These round values represent no particular material. The diffusion length is

\[
\lambda=\sqrt{(1.5\times10^{-4})(6.0\times10^{-14})}\ \text{m}
=3.0\times10^{-9}\ \text{m}.
\]

Let \(t=6.0\) nm, so that \(t/\lambda=2.0\), and let \(E=2.0\times10^4\) V/m. The charge current density is \(\sigma E=1.0\times10^{11}\) A/m², and the bulk spin Hall current is one tenth of it, \(J=1.0\times10^{10}\) A/m².

With \(\operatorname{sech}2=0.2658\), the factor is \(1-0.2658=0.7342\). The sink receives

\[
j_s(t)=0.734\times(1.0\times10^{10})\ \text{A/m}^2
=7.3\times10^9\ \text{A/m}^2.
\]

This is 7.3% of the charge current density, although the spin Hall angle is 10%. An estimate of \(\theta\) that ignored the finite thickness would be too small by the factor 0.734.

The potential at the free face follows from (18). Since \(\tanh^2=1-\operatorname{sech}^2\), the required value is \(\tanh2=\sqrt{1-0.2658^2}=0.964\), and

\[
V_s(0)=-(0.10)(2.0\times10^4)(3.0\times10^{-9})(0.964)\ \text{V}
=-5.8\ \mu\text{V}.
\]

If the sink is a magnet whose magnetization is perpendicular to the incoming spin polarization, and if it absorbs all of that transverse angular momentum, the torque per area has the magnitude given by (8):

\[
\frac{\hbar}{2e}\,j_s(t)=2.4\times10^{-6}\ \text{J/m}^2.
\]

A nonmagnetic sink can draw the same spin current, but it then passes the angular momentum to its own lattice and no magnetization is turned.

## 2. Meaning, limits and conditions of use

The film fills \(0<z<t\), with a free face at \(z=0\) and a perfect spin sink at \(z=t\). The symbols \(\sigma\), \(\theta\) and \(E\) denote the conductivity, spin Hall angle and in-plane field; \(D\) is the diffusion constant, \(\tau_s\) the spin decay time and \(\lambda=\sqrt{D\tau_s}\). The spin potential \(V_s\) is half the difference of the two channel potentials. The spin current \(j_s=-\sigma V_s'+J\), with \(J=\theta\sigma E\), obeys \(j_s'=-\sigma V_s/\lambda^2\). The solution gives \(j_s(t)=J[1-\operatorname{sech}(t/\lambda)]\). The numerical example has \(\lambda=3.0\) nm and \(t=6.0\) nm.

For a film with one free face and a perfect spin sink on the other, the delivered spin current is the bulk spin Hall current times \(1-\operatorname{sech}(t/\lambda)\), which is 0.734 for the 6 nm example. It remains to explain where the delivered spin comes from and what the subtracted term means, and to examine imperfect interfaces, the best thickness at fixed total current, and the conditions under which the result holds.

Numerical values quoted here were computed with a short program.
